# Remanence of a ferroelectric film with randomly oriented uniaxial grains

## Problem

A memory capacitor contains a polycrystalline film of ferroelectric hafnia between two flat electrodes. Each grain has a single polar axis. Its spontaneous polarization has the fixed magnitude $P_s=50\ \mu\mathrm{C/cm^2}$ and can point either way along that axis. The axes are distributed isotropically in space, and the volume of a grain is independent of its orientation.

A strong field is applied along the film normal $z$. In every grain the polarization takes the sense that has a positive component along the field. The field is then removed and the electrodes are shorted. No grain switches back. What remanent polarization $P_r$ do the electrodes register?

## A tempting solution

The electrodes register the component along $z$. A grain whose polarization makes an angle $\theta$ with $z$ therefore contributes $P_s\cos\theta$. Since the signs are aligned, $\theta$ lies between $0$ and $\pi/2$. The orientations are random, so all these angles are taken as equally likely:

$$
P_r \overset{?}{=} P_s\,\frac{1}{\pi/2}\int_0^{\pi/2}\cos\theta\,d\theta
=\frac{2}{\pi}P_s .
$$

With $2/\pi=0.637$, this gives $31.8\ \mu\mathrm{C/cm^2}$.

## Where it fails

The projection $P_s\cos\theta$ is right, but the weight is wrong. Isotropic means that equal solid angles contain equal numbers of axes. It does not mean that equal intervals of $\theta$ do.

Mark each polarization direction as a point on a unit hemisphere. The directions between $\theta$ and $\theta+d\theta$ fill a ring of radius $\sin\theta$ and width $d\theta$, so their solid angle is

$$
d\Omega=2\pi\sin\theta\,d\theta .
$$

The ring shrinks to a point at the normal and is longest near the film plane. Strongly tilted grains are therefore more numerous than the tempting solution assumes, and they contribute least.

The value $2/\pi$ does answer another question. It holds if all axes lie in one plane containing $z$ and are spread evenly in angle within that plane.

## Correct solution

**What the electrodes register.** Let the film occupy $0<z<d$. The field inside a metal electrode vanishes, so the free charge density on the lower electrode equals $D_z$ just above it. Take the film to have a uniform scalar permittivity $\varepsilon_0\varepsilon_f$ for its linear response, and let $\mathbf P$ denote the spontaneous part of the polarization:

$$
\mathbf D=\varepsilon_0\varepsilon_f\mathbf E+\mathbf P .
$$

Suppose first that there is no trapped charge, so that $\nabla\cdot\mathbf D=0$. In a wide film the net flux through the side edges is negligible, and the area average of $D_z$ is then the same at every height. It may be replaced by the volume average:

$$
\bar\sigma=\langle D_z\rangle
=\varepsilon_0\varepsilon_f\langle E_z\rangle+\langle P_z\rangle .
$$

Along any vertical line, $\int_0^d E_z\,dz=0$ because the electrodes are shorted. Hence $\langle E_z\rangle=0$ and

$$
\bar\sigma=\langle P_z\rangle .
$$

Fields between neighbouring grains may exist, but they do not alter this average as long as the polarizations stay fixed.

**The average over orientations.** The hemisphere has total solid angle $2\pi$. Dividing the ring by this total gives the probability $\sin\theta\,d\theta$, and therefore

$$
\frac{P_r}{P_s}=\int_0^{\pi/2}\cos\theta\,\sin\theta\,d\theta .
$$

Set $u=\cos\theta$, so that $du=-\sin\theta\,d\theta$. The limits $\theta=0$ and $\theta=\pi/2$ become $u=1$ and $u=0$. The minus sign reverses the limits:

$$
\frac{P_r}{P_s}=\int_0^1u\,du=\frac12 .
$$

The remanence is thus

$$
\boxed{P_r=\tfrac12P_s}
$$

For the given film,

$$
P_r=\tfrac12(50)=25\ \mu\mathrm{C/cm^2}=0.25\ \mathrm{C/m^2}.
$$

The tempting value is 27 percent above this result. As a check on the angular weight, one million randomly drawn axes, each given its upward sense, have a mean projection of $0.5001$.

**Reading the result.** The substitution shows that $u$ is spread evenly between 0 and 1. Half the grains have $u<1/2$, so the median tilt is $60^\circ$. The transverse components cancel because all azimuths are equally likely.

The factor one-half describes tilted axes, not a film in which half the grains have failed to switch. If all axes stood along the normal, the same alignment of signs would give $P_s$. If all lay in the film plane, it would give zero.

A strong field of opposite sign reverses every grain and leaves $-P_s/2$. The electrode charge then changes by

$$
2P_r=P_s=50\ \mu\mathrm{C/cm^2}.
$$

A measured switched charge must therefore be halved before it is compared with $P_r$.

## When the drive field is finite

The statement that every sign aligns is a strong-field limit. To see how it is approached, suppose that every grain sees only the applied field, and that it switches when the field component along its own axis exceeds a coercive field $E_c$. For a drive amplitude $E_m$, the condition is

$$
E_m u>E_c,
\qquad\text{or}\qquad
u>h,\quad h=\frac{E_c}{E_m}<1 .
$$

Start from an unpoled film with random signs. Grains with $u<h$ never switch, and their contributions still average to zero. The other grains align, so

$$
P_r=P_s\int_h^1u\,du
=P_s\left[\frac{u^2}{2}\right]_h^1
=\frac{P_s}{2}(1-h^2).
$$

Take $E_c=1$ MV/cm and $E_m=3$ MV/cm. Then $h=1/3$, and grains tilted by more than $70.5^\circ$ do not respond. They are one third of all grains, yet the remanence falls by only $h^2=1/9$, or 11 percent of its ideal value:

$$
P_r=25\left(1-\tfrac19\right)=22.2\ \mu\mathrm{C/cm^2}.
$$

The loss is smaller than the fraction of silent grains because those grains have the smallest projections. A simulated field cycle of 200,000 such grains leaves $+22.19$ and $-22.18\ \mu\mathrm{C/cm^2}$ in the two remanent states.

A larger field brings the film closer to one-half, but breakdown limits it. With a breakdown field of 4 MV/cm, the loss at that limit is still $1/16$, about 6 percent. Complete alignment is therefore an idealization for these parameters.

The $E_c$ of a grain is not the coercive field read from the loop of the film. Starting from the negative remanent state, a rising field $E$ reverses the grains with $u>h'=E_c/E$, and the polarization $P_s[(1-h'^2)-(1-h^2)/2]$ vanishes at $h'^2=(1+h^2)/2$. For $h=1/3$ this is $E=1.34\,E_c$. If the loop of a film driven at 3 MV/cm crosses zero at 1 MV/cm, then $E_c^2=9/17$ in these units. The grain value is then $E_c=0.73$ MV/cm, and the loss is $1/17$, about 6 percent instead of 11.

## When the capacitor contains few grains

The result $P_s/2$ is an average over orientations. A small capacitor samples a limited number of them. Since $u$ is uniform on $(0,1)$,

$$
\langle u^2\rangle=\int_0^1u^2\,du=\frac13,
\qquad
\operatorname{var}(u)=\frac13-\left(\frac12\right)^2=\frac1{12}.
$$

For $N$ independent grains of equal volume, the variance of their mean is smaller by the factor $N$. If every sign is aligned, the standard deviation of the remanence between capacitors is therefore

$$
\Delta P_r=\frac{P_s}{\sqrt{12N}} .
$$

A square capacitor 100 nm on a side, with one layer of grains 10 nm wide, has $N=100$. This gives

$$
\Delta P_r=\frac{50}{\sqrt{1200}}=1.4\ \mu\mathrm{C/cm^2},
$$

or 5.8 percent of the ideal mean. At fixed grain width $N$ is proportional to the area, so halving the side doubles this relative scatter. These figures neglect fringing at the edges. If the film continues beyond a small electrode, the grains just outside the edge also induce charge on it.

Incomplete switching increases the scatter. The silent grains keep random signs and contribute zero on average. The signs do not affect the mean square projection, which remains $1/3$. At 3 MV/cm the mean projection is $4/9$, so the variance per grain is $1/3-(4/9)^2=0.136$. For 100 grains this gives $\Delta P_r=1.8\ \mu\mathrm{C/cm^2}$ in one remanent state. The random signs themselves supply only $\int_0^{1/3}u^2\,du=1/81=0.012$ of this variance. They cancel in half the switched charge, whose variance per grain is still $10/81=0.123$, well above $1/12=0.083$.

## When the polar axis can change

So far a grain could reverse its polarization but not turn it to another axis. In hafnia the polar axis lies along one of three nearly perpendicular crystal directions, and a field may be able to change which one is polar. The opposite limit to a fixed axis is that each grain selects the direction closest to the field and keeps it at remanence.

Let $f_x,f_y,f_z$ be the components of the unit vector along the field, referred to the three crystal directions of a grain. The selected projection is the largest of $|f_x|,|f_y|,|f_z|$. The sphere divides into six equal sectors, according to which component is largest and its sign. It suffices to average over the sector where $f_z$ is positive and largest:

$$
\frac{P_r}{P_s}=\frac{6}{4\pi}\int_{\rm sector}f_z\,d\Omega .
$$

Use polar angles $\alpha,\varphi$ about the crystal $z$ direction. The sector consists of four equal parts. In the part with $-\pi/4<\varphi<\pi/4$, the nearest boundary is $f_x=f_z$, or $\tan\alpha_m\cos\varphi=1$. Hence

$$
\sin^2\alpha_m=\frac{\tan^2\alpha_m}{1+\tan^2\alpha_m}
=\frac1{1+\cos^2\varphi}.
$$

The integral over $\alpha$ is $\int_0^{\alpha_m}\cos\alpha\sin\alpha\,d\alpha=\tfrac12\sin^2\alpha_m$. Four parts, each symmetric in $\varphi$, give

$$
\int_{\rm sector}f_z\,d\Omega
=4\int_0^{\pi/4}\frac{d\varphi}{1+\cos^2\varphi}.
$$

With $t=\tan\varphi$, we have $d\varphi=dt/(1+t^2)$ and $\cos^2\varphi=1/(1+t^2)$. The integral becomes

$$
4\int_0^1\frac{dt}{2+t^2}
=\frac{4}{\sqrt2}\arctan\frac1{\sqrt2}.
$$

Multiplication by $6/(4\pi)$ yields

$$
\frac{P_r}{P_s}=\frac{3\sqrt2}{\pi}\arctan\frac1{\sqrt2}=0.831 .
$$

For the example this is $41.6\ \mu\mathrm{C/cm^2}$. It is the upper limit for isotropic grains with three perpendicular choices and one value of $P_s$. A remanence above $P_s/2$ therefore does not by itself prove that the grains were textured from the start.

## What can disturb the remanent state

**A dead layer.** Suppose a nonpolar layer of thickness $d_i$ and relative permittivity $\varepsilon_i$ separates the film, of thickness $d_f$, from one electrode. Let $P$ be the normal polarization of the film. Continuity of $D_z$ and zero total voltage require

$$
\varepsilon_0\varepsilon_fE_f+P=\varepsilon_0\varepsilon_iE_i,
\qquad
E_fd_f+E_id_i=0 .
$$

The second equation gives $E_i=-E_fd_f/d_i$. Inserting this in the first and multiplying by $d_i$ gives

$$
E_f=-\frac{Pd_i}{\varepsilon_0(\varepsilon_fd_i+\varepsilon_id_f)} .
$$

The minus sign shows that the field opposes the polarization. The electrode charge is

$$
\sigma=\varepsilon_0\varepsilon_iE_i
=P\,\frac{\varepsilon_id_f}{\varepsilon_fd_i+\varepsilon_id_f}.
$$

For $d_f=10$ nm, $d_i=0.5$ nm and both permittivities equal to 30, the charge is $25(10/10.5)=23.8\ \mu\mathrm{C/cm^2}$, a loss of 4.8 percent. The mean opposing field is 0.45 MV/cm.

If each grain is treated as a separate column, its opposing field is proportional to $u$. The component along its axis is proportional to $u^2$ and is largest for an untilted grain, where it reaches 0.90 MV/cm. This lies below a grain value $E_c=1$ MV/cm, so the dead-layer field alone causes no back-switching in the square-loop model. The margin is small: the field would exceed a grain value of 0.73 MV/cm, and the fields between grains discussed below are left out. The conclusion depends on the layer: with $\varepsilon_i=10$ and the same thickness, the largest opposing field would be 2.5 MV/cm, well above $E_c$.

**Fields between grains.** Neighbouring grains have different in-plane polarizations, which leave bound charge on their common boundary. A two-dimensional calculation for 60 columns, each 10 nm wide, with no dead layer and no screening, gives a root-mean-square stray field of about 6 MV/cm. The electrode average is still $\langle P_z\rangle$ if the polarizations are held fixed. The field far exceeds $E_c$, however, and also exceeds the 3 MV/cm drive and the 4 MV/cm breakdown field. The assumptions that the polarizations stay fixed and that each grain sees only the applied field are therefore not secure without screening or some correlation between neighbours.

Screening by trapped charge on the boundaries would need a large density. The component $P_x/P_s$ is uniform on $(-1,1)$, so independent neighbours differ on average by $2P_s/3=33\ \mu\mathrm{C/cm^2}$, about $2\times10^{14}$ elementary charges per $\mathrm{cm^2}$, and this charge must change by twice that amount at each reversal. Whether a real film can supply such trapped charge is not shown here. If it removes the field completely in grains that span the film, then $D_z=P_z$ in each column and the area average is again $P_s/2$. After reversal the bound charge changes sign, so the trapped charge must readjust if the field is to vanish again. The external circuit measures $2P_r$ in this case provided that no charge crosses between electrode and film.

**Temperature.** Reversing a volume $V$ against the field $E_c$ along its axis takes work $2P_sE_cV$. At 358 K this equals $k_BT$ for $V=0.049\ \mathrm{nm^3}$, whereas a grain 10 nm in each direction has $1000\ \mathrm{nm^3}$. This work is only a scale for the zero-field barrier. A quartic double well with the same $P_s$ and $E_c$ has the barrier $0.65\,P_sE_cV$, which equals $k_BT$ for $V=0.15\ \mathrm{nm^3}$. On either scale, thermal reversal of a whole grain at once is not a concern. The estimate does not exclude slow reversal that begins in a small nucleus.

## Comparison with real hafnia capacitors

The values used for $P_s$, the fields, the permittivity and the dimensions are rough but typical of thin hafnia capacitors. Remanences of good films are very roughly $20\ \mu\mathrm{C/cm^2}$, comparable with the calculated 25. This closeness does not establish the model, because real films break its assumptions in both directions. If 20 percent of the volume consists of nonpolar columns, the ideal value falls to $0.8\times25=20\ \mu\mathrm{C/cm^2}$. Incomplete switching at 3 MV/cm, taken alone, lowers it to 22.2. Free choice among three axes, also taken alone, could raise it to as much as 41.6. Preferred orientation can move the result either way. To infer $P_s$ by doubling a measured $P_r$, one therefore needs evidence that the film is fully polar, nearly isotropic and well switched, that its polar axes stay fixed, and that dead layers and back-switching lower the remanence only slightly.

## Computed values

```
INPUTS (rough typical hafnia values)
Spontaneous polarization Ps: 50.0 uC/cm2
Grain coercive field Ec: 1.00 MV/cm
Drive field amplitude: 3.00 MV/cm
Breakdown field: 4.00 MV/cm
Film thickness: 10.0 nm
Grain width: 10.0 nm
Capacitor side: 100 nm
Relative permittivity of film: 30
Relative permittivity of dead layer: 30
Dead layer thickness: 0.5 nm
Temperature of use: 358 K
IDEAL RESULT
Mean |cos(theta)|, quadrature: 0.500000
Mean |cos(theta)|, random axes: 0.5001
Mean transverse x component / Ps: 0.0005
Mean transverse y component / Ps: 0.0001
Median tilt, random axes: 60.00 degrees
Wrong mean if theta is uniform: 0.6366
Remanence Pr: 25.00 uC/cm2 = 0.250 C/m2
Switched charge 2Pr: 50.00 uC/cm2
FINITE DRIVE FIELD
h = Ec/Emax at drive: 0.3333
Limiting tilt at drive: 70.5 degrees
Pr at drive, formula: 22.22 uC/cm2
Pr at drive, simulated up: 22.19 uC/cm2
Pr at drive, simulated down: -22.18 uC/cm2
Loss at drive: 11.1 percent
Pr at breakdown limit: 23.44 uC/cm2
Loss at breakdown limit: 6.2 percent
OTHER NEGLECTED EFFECTS
Grains in capacitor: 100
Scatter of Pr, formula: 1.44 uC/cm2
Scatter of Pr, simulated: 1.44 uC/cm2
Relative scatter: 5.8 percent
Nonpolar volume fraction: 20 percent
Pr with nonpolar part: 20.00 uC/cm2
Best-of-three-axes factor, formula: 0.8312
Best-of-three-axes factor, sampled: 0.8311
Best-of-three-axes Pr: 41.56 uC/cm2
Mean dead-layer field in film: -0.448 MV/cm
Largest reverse field along an axis: 0.896 MV/cm
Remanent charge with dead layer: 23.81 uC/cm2
Loss from dead layer: 4.8 percent
Unscreened rms stray field, 2D: 5.7 MV/cm
Volume with switching work kT: 0.049 nm3
Grain volume: 1000 nm3
```
